# Why Unequal Same-Sign Surfaces Can Attract at Fixed Potential

**Question.** An abrasive particle and a wafer in a polishing slurry both carry negative surface potentials, one stronger than the other. Why can the double-layer force between them become attractive when they come close, and at what gap does the pressure between two such plates change sign?

**Answer.**

## The mechanism

A fixed potential is not a fixed charge. A surface holds its potential by exchanging ions with the solution, so its charge changes as another surface approaches. The stronger surface raises the magnitude of the potential in the liquid near the weaker one. To stay at its own, smaller potential, the weaker surface must give up charge and, at a small enough gap, take on charge of the opposite sign. The two surfaces then have potentials of the same sign but charges of opposite sign.

Opposite charges alone do not settle the matter, because two forces act. The ions crowded into the gap push the plates apart osmotically, while the electric field pulls them together. At the weaker surface the ion concentrations depend on its potential, which is fixed, so the osmotic push there is fixed too. The pull grows as the square of the charge and has no such limit. Attraction begins when the pull overtakes the push.

"Electrostatic attraction" here means the net double-layer force, osmotic part included.

## The pressure

Place flat plates at $x=0$ and $x=h$, with potentials $\psi_1>\psi_2>0$ measured from the bulk solution. Reversing both signs reverses the charges and leaves the pressures unchanged. The solution is a 1:1 electrolyte with permittivity $\varepsilon$ and bulk number density $n$ of each ion, in equilibrium with a reservoir. In mean field the charge density is $\rho=-2ne\sinh(e\psi/kT)$. For $e\psi\ll kT$ this becomes $\rho=-\varepsilon\kappa^2\psi$, with

$$\kappa^2=\frac{2ne^2}{\varepsilon kT},\qquad \lambda=\frac1\kappa ,$$

where $\lambda$ is the Debye length. Poisson's equation $\varepsilon\psi''=-\rho$ then reads $\psi''=\kappa^2\psi$. The solution with the required end values is

$$\psi(x)=\frac{\psi_1\sinh\kappa(h-x)+\psi_2\sinh\kappa x}{\sinh\kappa h}.$$

With no field inside the solids, Gauss's law gives $\sigma_1=-\varepsilon\psi'(0)$ and $\sigma_2=+\varepsilon\psi'(h)$; the signs differ because the liquid lies on opposite sides of the two plates. Writing $c=\cosh\kappa h$ and $s=\sinh\kappa h$,

$$\sigma_1=\varepsilon\kappa\,\frac{\psi_1c-\psi_2}{s},\qquad
\sigma_2=\varepsilon\kappa\,\frac{\psi_2c-\psi_1}{s}.$$

The osmotic pressure above that of the reservoir is $p=2nkT[\cosh(e\psi/kT)-1]$. To second order in $\psi$ this is $ne^2\psi^2/kT=\varepsilon\kappa^2\psi^2/2$. Liquid at rest obeys $p'=-\rho\psi'=\varepsilon\psi''\psi'$, so the combination

$$\Pi=\frac{\varepsilon\kappa^2}{2}\psi^2-\frac{\varepsilon}{2}\psi'^2$$

is the same everywhere in the gap. It is the net force per area on a plate, positive for repulsion. Evaluated at the weaker plate, it puts the mechanism into one line:

$$\Pi=\underbrace{\frac{\varepsilon\kappa^2\psi_2^2}{2}}_{\text{fixed push}}-\underbrace{\frac{\sigma_2^2}{2\varepsilon}}_{\text{pull}} .$$

Inserting $\sigma_2$ and using $s^2-c^2=-1$,

$$\Pi=\frac{\varepsilon\kappa^2}{2}\,\frac{\psi_2^2s^2-(\psi_2c-\psi_1)^2}{s^2}
=\frac{\varepsilon\kappa^2}{2}\,\frac{2\psi_1\psi_2\cosh\kappa h-\psi_1^2-\psi_2^2}{\sinh^2\kappa h}.$$

The free energy gives the same force. Charging a linear system costs $F=\frac12(\sigma_1\psi_1+\sigma_2\psi_2)$ per area, with $dF=\psi_1d\sigma_1+\psi_2d\sigma_2-\Pi\,dh$. At fixed potentials the charge reservoirs also do work, so the relevant function is $\Omega=F-\sigma_1\psi_1-\sigma_2\psi_2=-\frac12(\sigma_1\psi_1+\sigma_2\psi_2)$, or

$$\Omega=-\frac{\varepsilon\kappa}{2}\left[(\psi_1^2+\psi_2^2)\coth\kappa h-\frac{2\psi_1\psi_2}{\sinh\kappa h}\right].$$

Since $(\coth u)'=-1/\sinh^2u$ and $(1/\sinh u)'=-\cosh u/\sinh^2u$, the derivative $-d\Omega/dh$ reproduces $\Pi$.

## Where it reverses

Let $r=\psi_1/\psi_2>1$. The numerator of $\Pi$ increases with $h$ and vanishes when

$$\cosh\kappa h=\frac{\psi_1^2+\psi_2^2}{2\psi_1\psi_2}=\frac12\left(r+\frac1r\right)=\cosh(\ln r).$$

Both arguments are positive, so

$$\boxed{h^*=\lambda\ln\frac{\psi_1}{\psi_2}}$$

with attraction for $h<h^*$ and repulsion for $h>h^*$.

The logarithm has a direct meaning. Alone in solution, the stronger plate has the profile $\psi_1e^{-\kappa x}$, which falls to $\psi_2$ at exactly $x=h^*$. The weaker plate placed there leaves the profile undisturbed. For that profile $\psi'^2=\kappa^2\psi^2$, so push and pull cancel at every point.

The charge on the weaker plate shows how this point is reached. Its derivative,

$$\frac{d\sigma_2}{d(\kappa h)}=\varepsilon\kappa\,\frac{\psi_1c-\psi_2}{s^2}>0,$$

means that $\sigma_2$ falls steadily as the gap closes. It starts at $\varepsilon\kappa\psi_2$ for isolated plates, where the pull equals the push and $\Pi=0$. It passes through zero at $\cosh\kappa h=r$, where the pull vanishes and the repulsion has its maximum, $\varepsilon\kappa^2\psi_2^2/2$. It reaches $-\varepsilon\kappa\psi_2$ at $h^*$, where the pull again equals the push. Between these last two gaps the plates are oppositely charged and still repel.

Four limits fix the picture:

- At large gaps $\Pi\to2\varepsilon\kappa^2\psi_1\psi_2e^{-\kappa h}$, a repulsion.
- At small gaps $\Pi\to-\varepsilon(\psi_1-\psi_2)^2/(2h^2)$, the attraction between capacitor plates.
- For equal potentials $\Pi=\varepsilon\kappa^2\psi^2/(1+\cosh\kappa h)$, repulsive at every gap, in line with $h^*\to0$.
- For $\psi_2\to0$ the push disappears, $h^*\to\infty$, and the plates attract at every gap.

## What the surfaces must be able to do

Suppose instead that the charges are fixed. Then $\psi(h)=(\sigma_1+\sigma_2c)/(\varepsilon\kappa s)$, and the same force balance gives

$$\Pi=\frac{1}{2\varepsilon}\left[\frac{(\sigma_1+\sigma_2c)^2}{s^2}-\sigma_2^2\right]
=\frac{\sigma_1^2+\sigma_2^2+2\sigma_1\sigma_2\cosh\kappa h}{2\varepsilon\sinh^2\kappa h}.$$

This is positive for charges of equal sign. The force depends on the momentary charges, not on what holds them, so in this model attraction requires that one surface has actually reversed its charge.

Real surfaces lie between the two extremes. Let the weaker one obey $\sigma=\varepsilon\kappa\psi_2+C(\psi_2-\psi_s)$, where $\psi_s$ is its actual potential, $\psi_2$ its potential when isolated, and $C$ a capacitance measuring how readily it exchanges charge. Let the stronger surface obey the same law with $\psi_1$ and $C_1$. At the reversal the profile is again the undisturbed decay from plate 1, so $\psi_s=\psi_1e^{-\kappa h}$ and $\sigma=-\varepsilon\kappa\psi_s$. The charge law then gives $(C-\varepsilon\kappa)\psi_s=(C+\varepsilon\kappa)\psi_2$, hence

$$h^*=\lambda\ln\left[r\,\frac{C-\varepsilon\kappa}{C+\varepsilon\kappa}\right],\qquad C>\varepsilon\kappa\,\frac{r+1}{r-1}.$$

The inequality is the condition for $h^*>0$. The fixed-potential result returns for $C\gg\varepsilon\kappa$.

## From plates to a spherical abrasive

The force on a sphere does not reverse at $h^*$. For radius $R\gg\lambda$, a ring at distance $\varrho$ from the axis faces the wafer across a gap $D=h+\varrho^2/2R$, so its area is $2\pi\varrho\,d\varrho=2\pi R\,dD$. Summing the plate pressure over rings gives $2\pi RW(h)$, where

$$W=\Omega(h)-\Omega(\infty)=\frac{\varepsilon\kappa}{2}\left[(\psi_1^2+\psi_2^2)(1-\coth\kappa h)+\frac{2\psi_1\psi_2}{\sinh\kappa h}\right].$$

Multiplying $W=0$ by $\sinh\kappa h$ and using $\sinh u-\cosh u=-e^{-u}$ gives $e^{\kappa h}=(r^2+1)/2r$. The sphere's force therefore reverses at

$$h_s=\lambda\ln\left[\frac12\left(r+\frac1r\right)\right]<h^*.$$

The sphere must come closer because its outer rings still repel when its tip already attracts. At $h^*$, where $e^{\kappa h}=r$, one has $\coth\kappa h=(r^2+1)/(r^2-1)$ and $1/\sinh\kappa h=2r/(r^2-1)$, so $W=\varepsilon\kappa\psi_2^2$. This is the maximum of $W$, and of the two potentials only the weaker one enters it.

Integrating the force from infinity, with $q=e^{-\kappa h}$, gives the energy

$$V=2\pi R\varepsilon\psi_2^2\left[r\ln\frac{1+q}{1-q}+\frac{1+r^2}{2}\ln(1-q^2)\right].$$

Differentiation confirms it: $-d/dh$ turns the first logarithm into $\kappa/\sinh\kappa h$ and the second into $\kappa(1-\coth\kappa h)$. The barrier is the value of $V$ at $h_s$.

## The numbers

Take potentials of $-50$ and $-20$ mV, 1 mM of 1:1 salt, 298.15 K and relative permittivity 78.4. The Debye length is 9.614 nm, and $r=2.5$, so

$$h^*=9.614\ \text{nm}\times0.9163=8.81\ \text{nm}.$$

Both potentials are now negative, so the weaker plate starts negative and becomes positive.

| Gap (nm) | $\sigma_2$ (mC/m²) | Pull (kPa) | Net pressure (kPa) |
|---|---|---|---|
| 20 | −0.57 | 0.24 | 1.26 |
| 15.06 | 0 | 0 | 1.50 |
| 12 | 0.56 | 0.22 | 1.28 |
| 8.81 | 1.44 | 1.50 | 0 |
| 5 | 3.62 | 9.42 | −7.91 |

The push is 1.50 kPa in every row. At 12 nm the charges are opposite, yet the plates repel. At 5 nm the pull is about six times the push. If the isolated charges were frozen instead, the linear formula would give a repulsion of 66 kPa at 5 nm. The surface potentials would then be well above $kT/e$, so that figure shows the sign, not a reliable size.

For a sphere of radius 50 nm the force reverses at 3.57 nm. There $q=2r/(1+r^2)=0.690$ and the bracket in $V$ is $4.24-2.34=1.90$, which gives a barrier of 40 $kT$.

## How far to trust them

**Linearisation.** The reduced potentials $y=e|\psi|/kT$ are 1.95 and 0.78, not small. In the full Poisson-Boltzmann equation, zero pressure means $\varepsilon\psi'^2/2=2nkT(\cosh y-1)$, or $y'=-2\kappa\sinh(y/2)$. Since $d\ln\tanh(y/4)/dy=1/[2\sinh(y/2)]$, integration gives

$$h^*=\lambda\ln\frac{\tanh(y_1/4)}{\tanh(y_2/4)}=8.21\ \text{nm},$$

7% below the linear value. The sphere's barrier, again from summing the plate pressure over rings, changes only from 40 to 39 $kT$.

**Van der Waals attraction.** With a rough Hamaker constant $A=10^{-20}$ J and no retardation, the plate pressure $-A/(6\pi h^3)$ is −0.78 kPa at $h^*$, half the peak repulsion. Added to the linear double-layer pressure, it moves the plate reversal out to 9.7 nm (9.2 nm with the full equation) and, with the small-gap energy $-AR/6h$, lowers the sphere's barrier to 35 $kT$ (34 $kT$ with the full equation). The complete sphere-plate Hamaker energy is weaker at these gaps and leaves both barriers about 1 $kT$ higher.

**Curvature.** Here $R/\lambda$ is only 5.2. Solving the linear equation for a sphere facing a plate moves the reversal from 3.6 to 3.4 nm and raises the repulsion at $h^*$ from 9.1 to 9.8 pN if the sphere has the stronger potential. If it has the weaker one, the values are 3.9 nm and 8.4 pN. Merely summing the plate pressure over the true spherical surface gives 4.2 nm and 6.5 pN, which overstates the effect and, for the stronger sphere, has the wrong sign.

**Slurry conditions.** With the potentials held fixed, 10 mM salt shortens $h^*$ to 2.8 nm, where ion size and roughness matter more. Warming to 318 K, with permittivity 71.5, changes it only to 8.7 nm.

**The real case.** The parameters roughly describe an oxide abrasive in dilute slurry near an amphoteric film on a silicon wafer, at a pH slightly above the film's isoelectric point. Potentials of tens of millivolts are ordinary; 1 mM is low for a working slurry. The assumption most open to doubt is the fixed potential. With an assumed capacitance of 0.5 F/m² on both surfaces, the linear $h^*$ drops from 8.8 to 6.0 nm, and below 0.17 F/m² the plates no longer attract at any gap. The full Poisson-Boltzmann equation, with the isolated charge in the charge law taken at its nonlinear value, puts these values at 5.4 nm and 0.19 F/m². The sphere is far more sensitive, because the attraction near its tip must outweigh the repulsion of its outer rings. In the linear ring sum with 0.5 F/m² on both surfaces, its force reverses only at 0.8 nm instead of 3.6 nm, a gap where the continuum model is doubtful, and the barrier rises from 40 to 54 $kT$. For equal capacitances the sphere's double-layer force reverses only if $C>\varepsilon\kappa[(r+1)/(r-1)]^2$, here 0.39 F/m². The film must also be able to turn positive. To keep its potential fixed it needs a net 0.009 elementary charges per nm² at $h^*$ and 0.13 at 1 nm; with 0.5 F/m² on both surfaces the charge at 1 nm is only about 0.04. A surface whose groups can only lose protons cannot do this without adsorbing cations, and would keep repelling in this model. Charge exchange must also keep pace with the approach.

Nor does the barrier protect a wafer from a particle pressed by the pad. A rough 20 kPa acting on the sphere's cross-section gives 157 pN, against a peak repulsion of 9 pN. The result therefore concerns free particles, such as those that may deposit on the wafer. It also applies to two unlike abrasives meeting in the slurry: in the Derjaguin construction $R$ becomes $R_1R_2/(R_1+R_2)$, and the reversal gap stays the same.

The numerical output below lists further values for the worked example.

## Computed results

```
potentials psi1, psi2: -50, -20 mV
salt: 1.0 mM; T: 298.15 K; relative permittivity: 78.4
potential ratio r: 2.500; ln r: 0.9163
Debye length: 9.614 nm
plate reversal gap h*: 8.809 nm
gap where weaker plate is neutral: 15.063 nm
peak repulsion (osmotic push at plate 2): 1.502 kPa
diffuse-layer capacitance eps*kappa: 0.0722 F/m^2
isolated charges 1, 2: -3.610, -1.444 mC/m^2
at 20 nm: charges 1, 2 = -3.358, -0.574 mC/m^2
   Maxwell pull at plate 2 = 0.237 kPa; net pressure = 1.265 kPa
at neutral gap: charges 1, 2 = -3.309, 0.000 mC/m^2
   Maxwell pull at plate 2 = 0.000 kPa; net pressure = 1.502 kPa
at 12 nm: charges 1, 2 = -3.355, 0.555 mC/m^2
   Maxwell pull at plate 2 = 0.222 kPa; net pressure = 1.280 kPa
at h*: charges 1, 2 = -3.610, 1.444 mC/m^2
   Maxwell pull at plate 2 = 1.502 kPa; net pressure = 0.000 kPa
at 5 nm: charges 1, 2 = -4.901, 3.616 mC/m^2
   Maxwell pull at plate 2 = 9.417 kPa; net pressure = -7.914 kPa
pressure at 5 nm, isolated charges frozen: 65.725 kPa
plate energy maximum at h*: 28.882 uJ/m^2
sphere radius: 50 nm; R/Debye length: 5.20
sphere force reversal gap: 3.572 nm
peak sphere repulsion, at h*: 9.074 pN
sphere barrier: 40.19 kT
-- sizes of neglected effects --
reduced potentials e|psi|/kT: 1.946, 0.778
h*, full Poisson-Boltzmann: 8.210 nm
pressure at 5 nm, full Poisson-Boltzmann: -7.102 kPa
assumed regulation capacitance: 0.50 F/m^2
h* with that capacitance: 6.013 nm
least capacitance for attraction: 0.1685 F/m^2
Hamaker constant (rough): 1.0e-20 J
van der Waals plate pressure at h*: -0.776 kPa
plate reversal with van der Waals: 9.745 nm
sphere barrier with van der Waals: 35.16 kT at 4.465 nm
ring-summed sphere force at h*: 6.500 pN
ring-summed sphere reversal gap: 4.218 nm
h* at 318.15 K, permittivity 71.5: 8.690 nm
h* at 10 mM: 2.786 nm
plate 2 charge needed at h*: 0.0090 e/nm^2
plate 2 charge needed at 1 nm: 0.1293 e/nm^2
pad pressure (rough): 20 kPa
pad load on one sphere cross-section: 157.1 pN
```
